# Determinants of pure symmetry and the variational basis of Delta-SCF

The Delta-SCF method computes an excitation or ionization energy by subtracting two separately optimized Hartree-Fock energies. The ground-state calculation rests on the variational principle. The other state may lie above many states, so it is not obvious what prevents its energy from falling too low, or what the optimized energy then means. This problem finds out when the second calculation is protected, and what that protection says about the difference.

The nuclei are fixed and the electronic Hamiltonian $H$ contains no spin operators. It therefore commutes with the total spin operators $S_x,S_y,S_z$, and also with every spatial operation that maps the nuclear framework onto itself. We use reflections $R$ that commute with one another. Each satisfies $R^2=1$, so its eigenvalues are $r=\pm1$. Spin is measured in units of $\hbar$ and orbitals are orthonormal.

A sector $\Gamma$ is the set of all $N$-electron functions with given values of $S$, $M$ and the reflection eigenvalues. Its lowest exact energy is $E_0(\Gamma)$. A function is called pure if it lies entirely in one sector.

## (a) The energy of a pure function

**Show that $H$ does not connect different sectors. Then find what the energy of a normalized function $\Phi$ in $\Gamma$ says about $E_0(\Gamma)$.**

Let $G$ be any of the Hermitian operators $S^2$, $S_z$ or $R$, and let $G\Psi_g=g\Psi_g$ and $G\Psi_{g'}=g'\Psi_{g'}$. Since $GH-HG=0$,

$$0=\langle\Psi_g|GH-HG|\Psi_{g'}\rangle=(g-g')\langle\Psi_g|H|\Psi_{g'}\rangle .$$

In the first term $G$ acts to the left and gives the real number $g$; in the second it acts to the right and gives $g'$. If $g\neq g'$, the matrix element must vanish. Two different sectors differ in at least one such eigenvalue, so $H$ is block diagonal in the sectors.

In a finite orbital basis that the reflections map onto itself, each block is a finite Hermitian matrix. Its orthonormal eigenvectors $\Psi_k$, with energies $E_k\ge E_0(\Gamma)$, span the sector. Hence

$$\Phi=\sum_{k\in\Gamma}c_k\Psi_k,\qquad \sum_{k\in\Gamma}|c_k|^2=1 .$$

Inserting this expansion in the energy and using $\langle\Psi_k|H|\Psi_l\rangle=E_k\delta_{kl}$ gives

$$\langle\Phi|H|\Phi\rangle=\sum_{k\in\Gamma}|c_k|^2E_k .$$

Subtract $E_0(\Gamma)$, multiplied by $1=\sum_k|c_k|^2$:

$$\langle\Phi|H|\Phi\rangle-E_0(\Gamma)=\sum_{k\in\Gamma}|c_k|^2\,[E_k-E_0(\Gamma)]\ \ge 0. \qquad (1)$$

Every term is non-negative, so the energy is an upper bound to $E_0(\Gamma)$. Equality requires every component with $E_k>E_0(\Gamma)$ to vanish, which makes $\Phi$ itself a lowest eigenstate of the sector. States of other sectors may lie far below $E_0(\Gamma)$, but they do not enter the sum.

In the complete space the spectrum also has a continuous part. The sum then becomes an integral over energy with a non-negative weight of total one, and the argument is unchanged, with $E_0(\Gamma)$ the bottom of the spectrum in the sector.

Full configuration interaction (full CI) diagonalizes $H$ among all determinants of a finite basis. Its lowest eigenvector in $\Gamma$ is itself a trial function in the complete sector, so

$$E_{\rm det}\ \ge\ E_{\rm FCI}(\Gamma)\ \ge\ E_0^{\rm complete}(\Gamma).$$

The bound concerns the lowest state of a sector. It gives no protection to the second state: a determinant meant to describe an excited state of the same symmetry may lie below that state without contradicting (1).

## (b) Spatial purity of a determinant

**Let each occupied orbital be even or odd under $R$, $R\varphi_i=r_i\varphi_i$. Find the effect of $R$ on the determinant.**

The operation acts on the coordinates of all electrons at once, and therefore on every orbital in the determinant:

$$R\,|\varphi_1\varphi_2\cdots\varphi_N|=|(r_1\varphi_1)(r_2\varphi_2)\cdots(r_N\varphi_N)| .$$

A determinant is linear in each column, so each factor can be taken out:

$$R\Phi=\Big(\prod_{i=1}^{N}r_i\Big)\Phi. \qquad (2)$$

A doubly occupied orbital contributes $r_i^2=1$. The spatial label of the determinant is thus set by its singly occupied orbitals.

Take a diatomic molecule along $z$. Its $\sigma$ orbitals are even under both $x\to-x$ and $y\to-y$. A real $\pi_x$ orbital is odd under the first and even under the second. A determinant whose open orbitals are all $\sigma$ has eigenvalues $(+1,+1)$, labelled A1 in the group $C_{2v}$. One open $\pi_x$ orbital, with any number of open $\sigma$ orbitals, gives $(-1,+1)$, labelled B1.

The full symmetry of a linear molecule is higher than $C_{2v}$. Using fewer operations merges several finer sectors into one, and the bound then holds only for the lowest state of the merged sector. Nothing is lost when that state is the target, as it is for the $\Sigma^+$ and $\Pi$ states in part (g). A $\Delta$ state, however, has a component in A1, and the $C_{2v}$ labels alone do not keep a calculation aimed at it from falling toward a lower $\Sigma^+$ state.

## (c) Spin purity of a determinant

**Let some spatial orbitals be doubly occupied and $n$ others singly occupied, all $n$ with spin $\alpha$. Show that this determinant has a definite total spin.**

The raising operator $S_+=S_x+iS_y$ turns one $\beta$ electron at a time into an $\alpha$ electron in the same spatial orbital:

$$S_+=\sum_p a^\dagger_{p\alpha}a_{p\beta}.$$

If $p$ is singly occupied or empty, there is no $\beta$ electron to remove. If $p$ is doubly occupied, the $\beta$ electron is removed, but the new $\alpha$ electron would enter a spin orbital that is already full. Every term vanishes, so $S_+\Phi=0$.

To obtain $S^2$, write $S_-=S_x-iS_y$ and multiply out:

$$S_-S_+=S_x^2+S_y^2+i(S_xS_y-S_yS_x)=S_x^2+S_y^2-S_z,$$

because $[S_x,S_y]=iS_z$. Adding $S_z^2+S_z$ to both sides gives

$$S^2=S_-S_++S_z^2+S_z. \qquad (3)$$

The closed pairs contribute nothing to $S_z$ and each open electron contributes $\tfrac12$, so $M=n/2$. With $S_+\Phi=0$, equation (3) becomes

$$S^2\Phi=M(M+1)\Phi,\qquad S=M=\frac n2 .$$

The value of $S(S+1)$ is $0$ for a closed shell, $\tfrac34$ for one open electron and $2$ for two parallel open electrons. These are the determinants of restricted open-shell Hartree-Fock (ROHF) theory in its high-spin form. If their orbitals also have definite reflection labels, they are pure and (1) applies.

For a lowest triplet this has a useful consequence. A pure triplet determinant bounds the lowest triplet of its own spatial label. That state cannot lie below the lowest triplet of any label, so the determinant also bounds the latter. To approach it closely, however, one must choose the right label.

## (d) Optimization, and what happens when purity is lost

**An ion has doubly occupied core orbitals and one open orbital $\pi$. Replace $\pi$ by $\varphi=\cos\theta\,\pi+\sin\theta\,\sigma$, where $\sigma$ is orthogonal to the core. Find the energy as a function of $\theta$, and interpret the pure solution at $\theta=0$.**

The determinant is linear in the column that holds the open orbital:

$$\Phi(\theta)=\cos\theta\,\Phi_\pi+\sin\theta\,\Phi_\sigma .$$

For real functions the energy is

$$E(\theta)=\cos^2\theta\,E_\pi+\sin^2\theta\,E_\sigma+2\sin\theta\cos\theta\,\langle\Phi_\pi|H|\Phi_\sigma\rangle .$$

By (2) the two determinants have opposite eigenvalues under $x\to-x$, so by part (a) the last term vanishes. With $\cos^2\theta=1-\sin^2\theta$,

$$E(\theta)=E_\pi+\sin^2\theta\,(E_\sigma-E_\pi). \qquad (4)$$

The derivatives are

$$\frac{dE}{d\theta}=\sin2\theta\,(E_\sigma-E_\pi),\qquad \frac{d^2E}{d\theta^2}\Big|_{\theta=0}=2(E_\sigma-E_\pi).$$

The slope is zero at $\theta=0$. If $E_\sigma<E_\pi$ the curvature is negative, and the pure solution is a maximum along this path. When it is also a minimum with respect to rotations that preserve symmetry, it is a saddle point among restricted determinants, those in which each doubly occupied orbital has the same spatial form for both spins.

The zero slope is general. To first order, any orbital rotation adds determinants in which one electron has moved from an occupied orbital to another orbital. If the two orbitals have different labels, the new determinant belongs to another sector and has no matrix element of $H$ with $\Phi$. A restricted solution that is stationary under rotations within each label is therefore stationary under all rotations that keep the restricted form. The argument does not cover rotations that give $\alpha$ and $\beta$ electrons different spatial orbitals of the same label: they add determinants with the same label and the same $M$, which can have a component in the sector of $\Phi$. Such unrestricted determinants are treated in part (e).

This shows how the calculation should be done. The determinant keeps the restricted high-spin form of part (c), the numbers of doubly and singly occupied orbitals of each label are held fixed, and orbitals mix only within a label. Every determinant reached in this way is pure, so none can fall below $E_0(\Gamma)$. The bound does not even require the optimization to have found the best determinant.

If the constraint is released and $E_\sigma<E_\pi$, the energy can slide down the path (4). It passes below the lowest exact energy $E_0(\pi)$ of the $\pi$ sector when

$$\sin^2\theta>\frac{E_\pi-E_0(\pi)}{E_\pi-E_\sigma}, \qquad (5)$$

provided the right side is less than one. The mixed determinant is still a legitimate trial function, but it now bounds only the lower of the two sector minima that it overlaps.

## (e) Two determinants with impure spin

**First, an unrestricted triplet has $M=1$ and a definite spatial label, but different spatial orbitals for $\alpha$ and $\beta$ electrons. Second, a determinant has one open $\alpha$ electron in orbital $a$ and one open $\beta$ electron in orbital $b$. What does each energy bound?**

In the unrestricted case the argument for $S_+\Phi=0$ fails, because a $\beta$ orbital need not lie within the space of the occupied $\alpha$ orbitals. Still, $M=1$ excludes $S=0$. The determinant contains components with $S\ge1$, and repeating the expansion of part (a) over all of them shows that its energy bounds the lowest state with $S\ge1$ and the given spatial label. When that state is a triplet, the triplet bound survives the spin impurity.

In the second case, write only the open electrons and define

$$\Phi_1=|a\alpha\;b\beta|,\qquad \Phi_2=|a\beta\;b\alpha| .$$

Raising the single $\beta$ spin gives $S_+\Phi_1=S_+\Phi_2=|a\alpha\,b\alpha|$. Consider the combinations

$$\Phi_S=\frac{\Phi_1-\Phi_2}{\sqrt2},\qquad \Phi_T=\frac{\Phi_1+\Phi_2}{\sqrt2}.$$

For the first, $S_+\Phi_S=0$ and $M=0$, so (3) gives $S=0$. For the second,

$$S_-S_+\Phi_T=\sqrt2\,S_-|a\alpha\,b\alpha|=\sqrt2\,(\Phi_2+\Phi_1)=2\Phi_T,$$

so $S(S+1)=2$ and $S=1$. Adding the two definitions gives $\Phi_1=(\Phi_T+\Phi_S)/\sqrt2$. The cross term in the energy vanishes because the spins differ:

$$E_{\rm mix}=\tfrac12(E_T+E_S),\qquad \langle S^2\rangle=\tfrac12(2+0)=1. \qquad (6)$$

Here $E_T$ and $E_S$ are the energies of the two-determinant functions. The determinant is half triplet, so it does not bound the singlet sector. The function $\Phi_S$ does, with $E_S=2E_{\rm mix}-E_T$ when all energies use the same orbitals.

H$_2$ in the minimal STO-3G basis, at a bond length of 0.75 Å, shows the failure. Let $a$ and $b$ be its bonding and antibonding orbitals. They have opposite parity under reflection through the plane midway between the nuclei, and $\Phi_1$ and $\Phi_2$ are the only odd determinants with $M=0$. Thus $\Phi_T$ and $\Phi_S$ are full-CI states in this basis. From (6),

$$E_{\rm mix}=\tfrac12(-0.5428-0.1792)=-0.3610\ \text{hartree}.$$

This is 0.182 hartree below the singlet it might have been meant to describe.

## (f) What follows for a Delta-SCF difference

**Let the initial and final states both be described by pure determinants, each aimed at the lowest state of its sector. Find the error of the energy difference.**

Define the energy excess of each determinant over the exact energy in the same basis,

$$E_c=E_{\rm det}-E_{\rm FCI}\ge0 .$$

This is the magnitude of the correlation energy relative to that determinant. Subtracting initial from final energies gives

$$\Delta E_{\rm SCF}-\Delta E_{\rm FCI}=E_c^{\rm final}-E_c^{\rm initial}. \qquad (7)$$

Both terms on the right are non-negative, so the error lies between $-E_c^{\rm initial}$ and $+E_c^{\rm final}$. Its sign is not fixed: a difference of two upper bounds is not an upper bound.

The variational principle thus justifies the two separate optimizations. Each has a definite target and a floor, and lowering either determinant energy within its sector brings it closer to the exact energy of that target. The accuracy of the difference rests on something else, the cancellation of two correlation energies.

The lowest triplet is separated from a singlet ground state by spin, even if their spatial labels agree. Two ionic states of equal spin are separated if their spatial labels differ. If a second ionic state shares both spin and label with the lowest ion, neither protection is available.

## (g) The states of BH and BH$^+$

**Apply the results to BH at a fixed bond length of 1.23 Å in the 6-31G basis. Compare ROHF with full CI for the lowest singlet A1 and triplet B1 of BH, and the lowest doublets A1 and B1 of BH$^+$.**

All electrons are correlated in the full CI. It is exact only for this Hamiltonian in this basis; basis incompleteness, nuclear motion and relativity are left out. The energies in hartree are:

| State | $E_{\rm det}$ | $E_{\rm FCI}$ | $E_c$ |
|---|---:|---:|---:|
| BH, singlet A1 | −25.1090 | −25.1726 | 0.0636 |
| BH, triplet B1 | −25.0999 | −25.1352 | 0.0353 |
| BH$^+$, doublet A1 | −24.8069 | −24.8436 | 0.0367 |
| BH$^+$, doublet B1 | −24.6724 | −24.7168 | 0.0445 |

Each determinant lies above its own target, as (1) requires. The B1 ion is the telling case, since a lower ionic state exists. Its determinant lies above the B1 full-CI energy, not merely above the A1 ground state of the ion.

The absence of lower states from the expansion was tested by diagonalizing the complete Hamiltonian of the B1 ion's spin projection, $M=\tfrac12$, in the STO-3G basis, without imposing spatial symmetry or total spin. Of the 300 states, one lies below the lowest B1 doublet. The weight of the B1 determinant on it is about $4\times10^{-31}$, zero to rounding error.

**Losing the bound.** In 6-31G, keep the core of the B1 ion and mix its open $\pi$ orbital with the lowest-energy $\sigma$ orbital available outside that core. The end points of (4) are $E_\pi=-24.6724$ and $E_\sigma=-24.8026$ hartree. The curvature at the pure solution is therefore negative. By (5), the bound on the B1 state is lost when the $\sigma$ weight exceeds

$$\frac{0.0445}{24.8026-24.6724}=\frac{0.0445}{0.1302}\approx0.34 .$$

At a weight of 0.90 the energy is $-24.7895$ hartree, which is 0.073 hartree below the exact B1 energy in this basis. It remains above the A1 energy, $-24.8436$ hartree, as it must.

**The unrestricted triplet.** Its energy is $-25.1001$ hartree, about 0.0002 hartree below ROHF and still well above full CI. Its $\langle S^2\rangle$ is 2.00057. With six electrons and $M=1$, the possible impurities are $S=2$ and $S=3$, for which $S(S+1)$ exceeds the triplet value by 4 and 10. Their total weight is therefore at most $0.00057/4\approx1.4\times10^{-4}$. The lowest full-CI state with $M=1$ and label B1 is a triplet, so part (e) guarantees the bound.

**Energy differences.** For the triplet excitation, with 1 hartree = 27.211 eV, equation (7) gives

$$(0.0353-0.0636)\times27.211\approx-0.77\ \text{eV}.$$

The three vertical energies from the neutral ground state, in eV, are:

| Final state | Delta-SCF | Full CI | Error |
|---|---:|---:|---:|
| BH, triplet B1 | 0.25 | 1.02 | −0.77 |
| BH$^+$, doublet A1 | 8.22 | 8.95 | −0.73 |
| BH$^+$, doublet B1 | 11.88 | 12.40 | −0.52 |

All three are too small because the neutral singlet has the largest $E_c$. By (7), each error is then negative.

The absolute errors are similar in size, but their importance is not. Relative to full CI, the error is about 76% for the small triplet excitation, 8% for ionization to the A1 ion and 4% for ionization to the B1 ion.

The separation of the two ionic states shows the opposite sign. Delta-SCF gives $11.88-8.22=3.66$ eV and full CI gives $12.40-8.95=3.45$ eV, so the error is $+0.21$ eV. Here the final state has the larger $E_c$. The same four bounded energies thus produce some differences that are too small and others that are too large.

These numbers are not converged in the basis and should not be read as properties of the real molecule. In cc-pVDZ, with the boron $1s$ core frozen in the full CI (which changes none of the 6-31G differences at the 0.01 eV level), the three full-CI energies rise to 1.29, 9.61 and 12.96 eV, shifts of 0.3 to 0.7 eV, while the Delta-SCF values rise by 0.2 to 0.3 eV. The errors become −0.88, −1.15 and −0.79 eV, or about 68%, 12% and 6%, and the error in the ionic separation becomes +0.35 eV. The signs are the same in both bases, but the sizes grow as the larger basis recovers more correlation energy. The numerical output gives the energies to more digits.

## Table of computed values

```
BH bond length: 1.23 angstrom; basis 6-31G
BH singlet A1: E_det = -25.108973 hartree
  E_FCI = -25.172602 hartree
  E_det - E_FCI = 0.063628 hartree
  S2 of determinant = 0.0000, of FCI state = 0.0000
BH triplet B1: E_det = -25.099896 hartree
  E_FCI = -25.135240 hartree
  E_det - E_FCI = 0.035344 hartree
  S2 of determinant = 2.0000, of FCI state = 2.0000
BH+ doublet A1: E_det = -24.806892 hartree
  E_FCI = -24.843552 hartree
  E_det - E_FCI = 0.036661 hartree
  S2 of determinant = 0.7500, of FCI state = 0.7500
BH+ doublet B1: E_det = -24.672357 hartree
  E_FCI = -24.716808 hartree
  E_det - E_FCI = 0.044451 hartree
  S2 of determinant = 0.7500, of FCI state = 0.7500
BH singlet A1 -> BH triplet B1: Delta-SCF = 0.247 eV
  full CI = 1.017 eV, error = -0.770 eV
BH singlet A1 -> BH+ doublet A1: Delta-SCF = 8.220 eV
  full CI = 8.954 eV, error = -0.734 eV
BH singlet A1 -> BH+ doublet B1: Delta-SCF = 11.881 eV
  full CI = 12.403 eV, error = -0.522 eV
Random B1 ion determinants: 40, lowest E = -24.021365 hartree
B1 ion core with a mixed open orbital:
  sigma weight 0.00: E = -24.672357 hartree
  sigma weight 0.05: E = -24.678867 hartree
  sigma weight 0.90: E = -24.789545 hartree
  sigma weight 1.00: E = -24.802566 hartree
UHF triplet: E = -25.100129 hartree, S2 = 2.00057
STO-3G B1 ion: 300 CI states, 1 below the lowest B1 doublet
  determinant weight on those lower states = 3.6e-31
  lowest CI state of all = -24.553066 hartree
  lowest B1 state = -24.417495 hartree
  B1 determinant = -24.378597 hartree
H2 bond length: 0.75 angstrom; basis STO-3G
  triplet E = -0.542782 hartree
  mixed determinant E = -0.361011 hartree, S2 = 1.0000
  open-shell singlet E = -0.179239 hartree
```
